# The Second-Order Dyson Equation as a Hermitian Eigenproblem: verification in Python

```python
"""
Result under test: the second-order Dyson equation
    G(z) = [z - eps - Sigma(z)]^(-1)
is the one-particle block of (z - H)^(-1), with the Hermitian matrix
    H = [[eps, V], [V^T, D]].
eps : Hartree-Fock orbital energies      Sigma : second-order self-energy
D   : energies of 2p1h (a,b particles, i hole) and 2h1p configurations
V   : antisymmetrized integrals coupling one orbital to a configuration
Hence poles are real, residue matrices lie between 0 and 1 and sum to 1.
Z is the pole strength (squared one-particle part of a unit eigenvector).
Energies are in hartree internally and in eV when printed.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq
from pyscf import gto, scf

EV = physical_constants["Hartree energy in eV"][0]


def hartree_fock(atoms, basis):
    mol = gto.M(atom=atoms, basis=basis, unit="Angstrom", verbose=0)
    mf = scf.RHF(mol)
    mf.chkfile = None
    mf.conv_tol = 1e-12
    mf.kernel()
    assert mf.converged
    c = mf.mo_coeff
    eri = np.einsum("uvwx,up,vq,wr,xs->pqrs", mol.intor("int2e"),
                    c, c, c, c, optimize=True)
    return mf.mo_energy, eri, mol.nelectron // 2, mf.e_tot


def make_self_energy(eps, eri, nocc):
    """Spin-summed closed-shell second-order self-energy, free sums."""
    n = len(eps)
    phys = eri.transpose(0, 2, 1, 3)
    eo, ev = eps[:nocc], eps[nocc:]
    part = phys[:, :nocc, nocc:, nocc:]
    hole = phys[:, nocc:, :nocc, :nocc]
    d_part = -eo[:, None, None] + ev[None, :, None] + ev[None, None, :]
    d_hole = -ev[:, None, None] + eo[None, :, None] + eo[None, None, :]
    left = np.hstack([part.reshape(n, -1), hole.reshape(n, -1)])
    right = np.hstack([(2*w - w.transpose(0, 1, 3, 2)).reshape(n, -1)
                       for w in (part, hole)])
    d = np.concatenate([d_part.ravel(), d_hole.ravel()])
    return lambda z: (left / (z - d)) @ right.T


def antisymmetrized(eri):
    """<pq||rs> over spin orbitals; even index = spin up, odd = spin down."""
    m = 2 * eri.shape[0]
    space, spin = np.arange(m) // 2, np.arange(m) % 2
    same = (spin[:, None] == spin[None, :]).astype(float)
    chem = eri[np.ix_(space, space, space, space)]
    chem = chem * same[:, :, None, None] * same[None, None, :, :]
    phys = chem.transpose(0, 2, 1, 3)
    return phys - phys.transpose(0, 1, 3, 2)


# --- Self-energy against the exact Green's function of a small cluster ---
h4 = "H 0 0 0; H 0 0 0.8; H 0 0.3 1.9; H 0.2 0 2.8"
eps4, eri4, nocc4, _ = hartree_fock(h4, "sto-3g")
v4 = antisymmetrized(eri4)
m4 = 2 * len(eps4)
lower, parity, unit = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)
ann = []
for p in range(m4):
    op = np.eye(1)
    for q in range(m4):
        op = np.kron(op, parity if q < p else lower if q == p else unit)
    ann.append(op)
pairs = [(p, q) for p in range(m4) for q in range(p + 1, m4)]
pair_ops = np.array([ann[q] @ ann[p] for p, q in pairs])
v_pairs = np.array([[v4[p, q, r, s] for r, s in pairs] for p, q in pairs])
mixed = np.tensordot(v_pairs, pair_ops, axes=(1, 0))
two_body = sum(a.T @ b for a, b in zip(pair_ops, mixed))
mean_field = np.einsum("piqi->pq", v4[:, :2*nocc4, :, :2*nocc4])
field_op = sum(mean_field[p, q] * ann[p].T @ ann[q]
               for p in range(m4) for q in range(m4))
h_zero = sum(eps4[p // 2] * ann[p].T @ ann[p] for p in range(m4))
count = np.rint(np.diag(sum(a.T @ a for a in ann))).astype(int)
sector = np.where(count == 2 * nocc4)[0]
z4 = 0.5 * (eps4[nocc4 - 1] + eps4[nocc4]) + 0.4j


def exact_self_energy(strength):
    ham = h_zero + strength * (two_body - field_op)
    energy, vec = np.linalg.eigh(ham[np.ix_(sector, sector)])
    ground = np.zeros(len(ham))
    ground[sector] = vec[:, 0]
    add = np.array([ann[p].T @ ground for p in range(0, m4, 2)]).T
    rem = np.array([ann[p] @ ground for p in range(0, m4, 2)]).T
    one = np.eye(len(ham))
    green = add.T @ np.linalg.solve((z4 + energy[0]) * one - ham, add)
    green = green + rem.T @ np.linalg.solve((z4 - energy[0]) * one + ham, rem)
    return np.diag(z4 - eps4) - np.linalg.inv(green)


step = 0.01
first, second = [], []
for s in (step, 2 * step):
    plus, minus = exact_self_energy(s), exact_self_energy(-s)
    first.append((plus - minus) / (2 * s))
    second.append((plus + minus) / (2 * s**2))
first_order = (4 * first[0] - first[1]) / 3
second_order = (4 * second[0] - second[1]) / 3
sigma4 = make_self_energy(eps4, eri4, nocc4)(z4)
series_error = np.abs(second_order - sigma4).max() / np.abs(sigma4).max()
assert np.abs(first_order).max() < 1e-5
assert series_error < 1e-4

# --- Water: Hermitian matrix in the spin-up sector ---
bond, angle = 0.96, 105.0
half = np.radians(angle / 2)
yh, zh = bond * np.sin(half), bond * np.cos(half)
water = f"O 0 0 0; H 0 {yh} {zh}; H 0 {-yh} {zh}"
eps, eri, nocc, e_hf = hartree_fock(water, "6-31g")
n = len(eps)
sigma = make_self_energy(eps, eri, nocc)
v = antisymmetrized(eri)
e_spin = np.repeat(eps, 2)
sz = 1 - 2 * (np.arange(2 * n) % 2)
occ, vir = range(2 * nocc), range(2 * nocc, 2 * n)


def configurations(doubled, single):
    cols, energies = [], []
    for r in doubled:
        for s in doubled:
            if r < s:
                for t in single:
                    if sz[r] + sz[s] - sz[t] == 1:
                        cols.append(v[0::2, t, r, s])
                        energies.append(e_spin[r] + e_spin[s] - e_spin[t])
    return np.array(cols).T, np.array(energies)


v_part, d_part = configurations(vir, occ)
v_hole, d_hole = configurations(occ, vir)
coupling = np.hstack([v_part, v_hole])
big = np.diag(np.concatenate([eps, d_part, d_hole]))
big[:n, n:] = coupling
big[n:, :n] = coupling.T
poles, vectors = np.linalg.eigh(big)
x = vectors[:n]
strength = (x**2).sum(axis=0)


def green_dyson(z):
    return np.linalg.inv(np.diag(z - eps) - sigma(z))


def contour(center, radius, points, power=0):
    """(1/2 pi i) times the closed integral of z^power G(z)."""
    total = np.zeros((n, n), complex)
    for phase in np.exp(2j * np.pi * (np.arange(points) + 0.5) / points):
        z = center + radius * phase
        total += radius * phase * z**power * green_dyson(z) / points
    return total


# Resolvent block equals the inverted Dyson equation, also near the poles.
resolvent_error = 0.0
for z in (-1.3 + 0.05j, -0.4 + 0.1j, 0.7 - 0.2j, 2.0 + 1.0j):
    spectral = (x / (z - poles)) @ x.T
    resolvent_error = max(resolvent_error,
                          np.abs(spectral - green_dyson(z)).max())
assert resolvent_error < 1e-8

# Moments of the Dyson Green's function from a circle around all poles.
radius = 3 * np.abs(poles).max()
moment = [contour(0.0, radius, 64, k) for k in range(3)]
sum_error = np.abs(moment[0] - np.eye(n)).max()
first_error = np.abs(moment[1] - np.diag(eps)).max()
second_error = np.abs(moment[2] - np.diag(eps**2)
                      - coupling @ coupling.T).max()
assert sum_error < 1e-10 and first_error < 1e-8 and second_error < 1e-6

# No pole inside a circle lying just above the real axis.
off_axis = np.abs(contour(-1.2 + 0.06j, 0.05, 240)).max()
assert off_axis < 1e-9

# All poles in the gap of the self-energy from scalar root searches.
low, high = d_hole.max() + 1e-4, d_part.min() - 1e-4


def branch(w, k):
    return np.linalg.eigvalsh(np.diag(eps) + sigma(w))[k] - w


roots = [brentq(branch, low, high, args=(k,), xtol=1e-13)
         for k in range(n) if branch(low, k) > 0 > branch(high, k)]
in_gap = poles[(poles > low) & (poles < high)]
assert len(roots) == len(in_gap)
root_error = np.abs(np.array(roots) - in_gap).max()
assert root_error < 1e-9
grid = np.linspace(low, high, 40)
curves = np.array([np.linalg.eigvalsh(np.diag(eps) + sigma(w)) for w in grid])
assert np.diff(curves, axis=0).max() < 1e-10

# Strengths from the slope of the self-energy, by finite differences.
main = [int(np.argmax(x[p]**2)) for p in range(nocc)]
slopes = {}
for p in range(nocc - 3, nocc):
    k = main[p]
    u = x[:, k] / np.sqrt(strength[k])
    h = 1e-4
    slope = u @ (sigma(poles[k] + h) - sigma(poles[k] - h)) @ u / (2 * h)
    slopes[p] = slope
    assert slope < 0 and abs(1 / (1 - slope) - strength[k]) < 1e-6

# Residue matrix of the outermost removal pole from a small circle.
homo = main[nocc - 1]
gap_near = np.min(np.abs(np.delete(poles, homo) - poles[homo]))
residue = contour(poles[homo], 0.4 * gap_near, 80)
assert np.abs(residue - np.outer(x[:, homo], x[:, homo])).max() < 1e-9
residue_eigs = np.linalg.eigvalsh(residue.real)
assert residue_eigs.min() > -1e-9 and residue_eigs.max() < 1

# Quartet combinations cannot couple to one orbital.
nvir = n - nocc
quartets = (nvir * (nvir - 1) // 2 * nocc + nocc * (nocc - 1) // 2 * nvir)
decoupled = int((strength < 1e-12).sum())
assert decoupled >= quartets

# Electron number of removal poles, from G on a vertical line in the gap.
mu = 0.5 * (eps[nocc - 1] + eps[nocc])
removal = poles < mu
number_up = strength[removal].sum()
points, scale = 400, 3.0
theta = -np.pi / 2 + np.pi * (np.arange(points) + 0.5) / points
line = sum(np.trace(green_dyson(mu + 1j * scale * np.tan(t))).real
           * scale / np.cos(t)**2 for t in theta) * np.pi / points
number_line = n / 2 + line / (2 * np.pi)
assert abs(number_line - number_up) < 1e-7


# --- Two-level model: correct and reversed sign of the self-energy ---
def two_level(e, d, g, sign):
    z = np.roots([1.0, -(e + d), e * d - sign * g**2])
    return z, (z - d) / (2 * z - e - d)


e_mod, g_mod, d_near, d_far = -30.0, 2.0, -32.0, -36.0
good_z, good_r = two_level(e_mod, d_near, g_mod, 1)
bad_z, bad_r = two_level(e_mod, d_near, g_mod, -1)
far_z, far_r = two_level(e_mod, d_far, g_mod, -1)
herm = np.linalg.eigvalsh([[e_mod, g_mod], [g_mod, d_near]])
assert np.allclose(np.sort(good_z.real), herm) and np.all(np.isreal(good_z))
assert np.all((good_r > 0) & (good_r < 1))
assert np.abs(bad_z.imag).min() > 0.1
assert np.all(np.isreal(far_z)) and far_r.max() > 1 and far_r.min() < 0

# --- Printed numbers ---
print(f"H4 test: relative error of second-order self-energy {series_error:.1e}")
print(f"water: O-H {bond:.2f} angstrom, angle {angle:.1f} degrees, 6-31G")
print(f"Hartree-Fock total energy {e_hf * EV:.3f} eV")
print(f"spatial orbitals {n}, occupied {nocc}")
print(f"spin-up sector: 2p1h {len(d_part)}, 2h1p {len(d_hole)}, "
      f"matrix dimension {len(big)}")
print(f"decoupled eigenvectors {decoupled}, of which quartets {quartets}")
print(f"highest 2h1p energy {d_hole.max() * EV:.3f} eV")
print(f"lowest 2p1h energy {d_part.min() * EV:.3f} eV")
print(f"poles between them {len(in_gap)}, "
      f"of which removal {int((in_gap < mu).sum())}")
for p in range(nocc - 1, nocc - 4, -1):
    k = main[p]
    print(f"orbital {p + 1}: Koopmans {-eps[p] * EV:.3f} eV, "
          f"Dyson {-poles[k] * EV:.3f} eV, Z {strength[k]:.4f}, "
          f"slope {slopes[p]:.4f}")
print(f"orbital {nocc} Dyson ionization energy {-poles[homo]:.5f} hartree")
w_part = (vectors[n:n + len(d_part), homo]**2).sum()
w_hole = (vectors[n + len(d_part):, homo]**2).sum()
print(f"its eigenvector: one-particle {strength[homo]:.4f}, "
      f"2p1h {w_part:.4f}, 2h1p {w_hole:.4f}")
print(f"trace of its residue matrix with both spins {2 * strength[homo]:.4f}")
hp = x[nocc - 1]**2
print(f"orbital {nocc} weight: main pole {hp[homo]:.4f}, "
      f"other removal {hp[removal].sum() - hp[homo]:.4f}, "
      f"addition {hp[~removal].sum():.4f}, sum {hp.sum():.6f}")
print(f"orbital {nocc} mean pole energy {(hp * poles).sum() * EV:.3f} eV, "
      f"orbital energy {eps[nocc - 1] * EV:.3f} eV")
print(f"orbital 2 (inner valence): Koopmans {-eps[1] * EV:.3f} eV")
for k in np.argsort(-x[1]**2)[:4]:
    print(f"  pole at ionization energy {-poles[k] * EV:.3f} eV, "
          f"orbital-2 weight {x[1, k]**2:.4f}")
print(f"sum of all spin-up strengths {strength.sum():.6f}")
print(f"electrons from removal poles, both spins {2 * number_up:.5f}")
print(f"same from vertical-line integral {2 * number_line:.5f}")
print(f"largest error, resolvent against Dyson inverse {resolvent_error:.1e} "
      "per hartree")
print(f"largest error, contour sum rule {sum_error:.1e}")
print(f"largest error, root search {root_error * EV:.1e} eV")
print(f"contour above real axis, largest element {off_axis:.1e}")
print(f"model: e {e_mod:.1f} eV, g {g_mod:.1f} eV, d {d_near:.1f} eV")
for z, r in zip(good_z, good_r):
    print(f"  correct sign: pole {z:.4f} eV, residue {r:.4f}")
for z in bad_z:
    print(f"  reversed sign: pole {z.real:.4f} {z.imag:+.4f} i eV")
print(f"model with d {d_far:.1f} eV")
for z, r in zip(far_z, far_r):
    print(f"  reversed sign: pole {z:.4f} eV, residue {r:.4f}")
print("no test failed")
```

Output:

```
H4 test: relative error of second-order self-energy 4.2e-09
water: O-H 0.96 angstrom, angle 105.0 degrees, 6-31G
Hartree-Fock total energy -2067.633 eV
spatial orbitals 13, occupied 5
spin-up sector: 2p1h 460, 2h1p 280, matrix dimension 753
decoupled eigenvectors 302, of which quartets 220
highest 2h1p energy -32.796 eV
lowest 2p1h energy 24.694 eV
poles between them 6, of which removal 4
orbital 5: Koopmans 13.633 eV, Dyson 10.859 eV, Z 0.9147, slope -0.0932
orbital 4: Koopmans 15.219 eV, Dyson 12.891 eV, Z 0.9199, slope -0.0870
orbital 3: Koopmans 19.306 eV, Dyson 18.078 eV, Z 0.9383, slope -0.0658
orbital 5 Dyson ionization energy 0.39907 hartree
its eigenvector: one-particle 0.9147, 2p1h 0.0082, 2h1p 0.0771
trace of its residue matrix with both spins 1.8295
orbital 5 weight: main pole 0.9139, other removal 0.0773, addition 0.0088, sum 1.000000
orbital 5 mean pole energy -13.633 eV, orbital energy -13.633 eV
orbital 2 (inner valence): Koopmans 36.854 eV
  pole at ionization energy 34.021 eV, orbital-2 weight 0.6784
  pole at ionization energy 32.428 eV, orbital-2 weight 0.2100
  pole at ionization energy 86.123 eV, orbital-2 weight 0.0228
  pole at ionization energy 65.166 eV, orbital-2 weight 0.0215
sum of all spin-up strengths 13.000000
electrons from removal poles, both spins 10.00109
same from vertical-line integral 10.00109
largest error, resolvent against Dyson inverse 3.5e-13 per hartree
largest error, contour sum rule 3.3e-16
largest error, root search 2.5e-13 eV
contour above real axis, largest element 9.4e-17
model: e -30.0 eV, g 2.0 eV, d -32.0 eV
  correct sign: pole -33.2361 eV, residue 0.2764
  correct sign: pole -28.7639 eV, residue 0.7236
  reversed sign: pole -31.0000 +1.7321 i eV
  reversed sign: pole -31.0000 -1.7321 i eV
model with d -36.0 eV
  reversed sign: pole -35.2361 eV, residue -0.1708
  reversed sign: pole -30.7639 eV, residue 1.1708
no test failed
```
